# Proximity-dose correction by projected gradient, and its noise limits

## Result

Let $D_j\ge0$ be the relative electron-beam dose in pixel $j$, $A$ the matrix that blurs dose into exposure, and $b$ the target exposure. The corrected dose minimises

$$f(D)=\tfrac12|AD-b|^2+\tfrac{\lambda}{2}|D|^2,\qquad D\ge0. \tag{1}$$

For the nonnegative, normalised, periodic blur used here, the iteration

$$D\leftarrow\max\{0,\;D-t[A(AD-b)+\lambda D]\},\qquad 0<t<\frac{2}{1+\lambda}, \tag{2}$$

converges linearly to the unique minimiser from any start, provided that $A$ is invertible or $\lambda>0$. Exact inversion multiplies a noise mode by $1/s$, where $s$ is its eigenvalue under $A$. For periods well below the backscatter range, this factor grows roughly exponentially with the square of the wavenumber. With $\lambda>0$, a target error $\delta$ moves the constrained minimiser by at most $|\delta|/(2\sqrt\lambda)$.

Two limits matter in use. Nonnegativity does not make a sharp target attainable, and a small least-squares error does not guarantee the right linewidth.

## Blur matrix

Dose is charge per area. $D=1$ denotes the large-area dose that gives exposure 1. The model is linear, with two Gaussian contributions to the deposited energy:

$$K(r)=\frac{1}{\pi(1+\eta)}\left[\frac{e^{-r^2/\alpha^2}}{\alpha^2}+\eta\frac{e^{-r^2/\beta^2}}{\beta^2}\right].$$

Here $\alpha$ is the forward range, including the beam spot, $\beta$ is the backscatter range and $\eta$ is the ratio of backscattered to forward energy. Each Gaussian divided by $\pi r_i^2$ has unit area, so $K$ integrates to 1.

For lines long compared with $\beta$, integrate along the line. Since $\int e^{-y^2/r_i^2}dy=r_i\sqrt\pi$, a Gaussian of range $r_i$ becomes $e^{-x^2/r_i^2}/(r_i\sqrt\pi)$. Integrating over a pixel of width $h$ gives the exposure at distance $u$ from its centre:

$$w(u)=\sum_i\frac{c_i}{2}\left[\operatorname{erf}\frac{u+h/2}{r_i}-\operatorname{erf}\frac{u-h/2}{r_i}\right],$$

with $c_i=1/(1+\eta)$ for $r_i=\alpha$ and $c_i=\eta/(1+\eta)$ for $r_i=\beta$. The layout repeats after $N$ pixels, and $A_{ij}$ is $w$ summed over the periodic images of pixel $j$. Thus $A$ is symmetric and circulant, its entries are positive, and every row sums to 1 because the pixel integrals tile the line.

Fourier modes diagonalise $A$. The transform of $w$ is $h\,\mathrm{sinc}(Qh/2)\hat K(Q)$, where $\mathrm{sinc}\,x=\sin x/x$ and

$$\hat K(Q)=\frac{e^{-\alpha^2Q^2/4}+\eta e^{-\beta^2Q^2/4}}{1+\eta}.$$

Sampling at spacing $h$ adds aliases and divides by $h$, so

$$s(q)=\sum_{m=-\infty}^{\infty}\mathrm{sinc}\!\left(\frac{Q_mh}{2}\right)\hat K(Q_m),\qquad Q_m=q+\frac{2\pi m}{h}. \tag{3}$$

## Safe step

The row sums bound the norm of $A$. By the Cauchy inequality with weights $A_{ij}$,

$$\sum_i\Big(\sum_jA_{ij}D_j\Big)^2\le\sum_i\Big(\sum_jA_{ij}\Big)\Big(\sum_jA_{ij}D_j^2\Big)=\sum_jD_j^2.$$

The last equality uses unit row sums, then unit column sums. A uniform dose is reproduced unchanged, so the bound is reached and $\|A\|=1$. The Hessian $H=A^2+\lambda I$ therefore has largest and smallest eigenvalues

$$L=1+\lambda,\qquad \mu=s_{\min}^2+\lambda,$$

where $s_{\min}$ is the smallest $|s|$. If $\mu>0$, $f$ is strictly convex and grows without limit at large $|D|$, so the minimiser $D^*$ exists and is unique.

Write $g=HD^*-Ab$ for the gradient there. Since the feasible set is convex, $D^*$ is optimal precisely when

$$g\cdot(X-D^*)\ge0\quad\text{for every }X\ge0. \tag{4}$$

Raising one pixel of $D^*$ shows that $g_j\ge0$. If $D_j^*>0$, that pixel can also be lowered, which requires $g_j\le0$ and hence $g_j=0$. These conditions say that $D_j^*=\max(0,D_j^*-tg_j)$ for any $t>0$: a positive pixel does not move, and a zero pixel is pushed downwards and returned to zero. The minimiser is thus a fixed point of (2), and the same argument read backwards makes every fixed point the minimiser.

For real numbers, $|\max(0,a)-\max(0,a')|\le|a-a'|$. Apply this pixel by pixel to the update of $D_k$ and to the fixed-point equation. The term $Ab$ cancels, leaving

$$|D_{k+1}-D^*|\le|(I-tH)(D_k-D^*)|\le\rho|D_k-D^*|,$$

$$\rho=\max(|1-t\mu|,|1-tL|).$$

Both entries are below 1 precisely when $0<t<2/L$, which proves convergence. The smallest $\rho$ occurs where the two entries are equal, $1-t\mu=tL-1$:

$$t=\frac{2}{L+\mu},\qquad\rho=\frac{L-\mu}{L+\mu}. \tag{5}$$

The step limit is sharp if all pixels of $D^*$ are positive. Near such a point the projection does nothing, and each step multiplies the uniform error mode by $1-tL$. At $t\ge2/L$ that mode does not decay. Its growth may end in bounded oscillation, because the projection stops negative excursions.

If some pixels are zero with strictly positive gradient, they stay zero for a sufficiently small disturbance. The remaining free pixels obey $e_F\leftarrow(I-tH_{FF})e_F$. The local limit is then $2/L_F$, where $L_F\le L$ is the largest eigenvalue of $H_{FF}$. A step between $2/L$ and $2/L_F$ is locally stable, but the global proof does not cover it.

## Pseudocode and cost

```
s   = real FFT of the periodic pixel weights
rhs = inverseFFT(s * FFT(b))
L   = 1 + lambda
mu  = min(s^2) + lambda
t   = 2/(L + mu);  rho = (L - mu)/(L + mu)
D   = 0
repeat
    G   = inverseFFT((s^2 + lambda) * FFT(D)) - rhs
    new = max(0, D - t*G)
    change = norm(new - D)
    D   = new
until rho*change/(1 - rho) < tolerance
```

The stopping rule bounds the distance to the minimiser. The triangle inequality gives $|D_k-D^*|\le|D_{k+1}-D_k|+\rho|D_k-D^*|$. Solving for $|D_k-D^*|$ and applying one more contraction gives $|D_{k+1}-D^*|\le\rho|D_{k+1}-D_k|/(1-\rho)$. Rounding error sets a floor to the useful tolerance.

Each iteration needs two transforms, $O(N\log N)$ operations and $O(N)$ storage. A two-dimensional periodic layout uses the same loop with two-dimensional transforms. For an isolated field, pad the layout so that periodic images do not interact, and restrict dose to the writable pixels. Setting the other pixels to zero is also a projection onto a convex set, so the step proof is unchanged.

## Noise amplification

Without constraints and with $\lambda=0$, a target error $\delta_q$ produces a dose error $\delta_q/s(q)$. At the shortest resolved period, $2h$, we have $q=\pi/h$. The terms $m=0$ and $m=-1$ in (3) have $Q=\pm\pi/h$, and each has sinc factor $2/\pi$. Backscatter and higher aliases are negligible when $\beta\gg h$ and $\alpha$ is at least comparable with $h$. Hence

$$\frac1s\simeq\frac{\pi}{4}(1+\eta)\exp\!\left(\frac{\pi^2\alpha^2}{4h^2}\right). \tag{6}$$

Refining the pixels at fixed $\alpha$ therefore makes exact inversion worse. For independent pixel noise of standard deviation $\sigma$, every normalised Fourier mode has variance $\sigma^2$, and the rms dose error is $\sigma$ times the root mean square of $1/s$ over all modes.

Regularisation changes the unconstrained gain to $s/(s^2+\lambda)$. Its derivative has the sign of $\lambda-s^2$, so its maximum is $1/(2\sqrt\lambda)$, at $s=\sqrt\lambda$.

The same bound survives the constraint. Let $D$ and $D'$ minimise (1) for targets $b$ and $b+\delta$, and let $\Delta=D'-D$. Use (4) for each minimiser with the other as trial dose, and add the two inequalities:

$$\left[-A^2\Delta-\lambda\Delta+A\delta\right]\cdot\Delta\ge0.$$

Since $A$ is symmetric, this gives

$$\lambda|\Delta|^2\le\delta\cdot A\Delta-|A\Delta|^2\le|\delta|x-x^2\le\frac{|\delta|^2}{4},\qquad x=|A\Delta|.$$

The last step is the maximum over $x$, at $x=|\delta|/2$. Taking the square root gives $|\Delta|\le|\delta|/(2\sqrt\lambda)$.

## Worked layout

Take $\alpha=20$ nm, $\beta=2000$ nm, $\eta=0.8$, $h=10$ nm and $N=2048$, a period of 20,480 nm. The unit dose is 100 µC/cm². The layout has a grating of 31 lines, each 100 nm wide with 100 nm gaps, and one isolated 100 nm line about $3\beta$ from the nearest grating edge. The target is the design $p$ (1 in lines, 0 elsewhere) blurred by the forward Gaussian at full weight, so it contains no backscatter background. Linewidth is measured where the exposure crosses $1/2$.

With $\lambda=0.001$, $L=1.001$ and the safe limit is $2/L=1.998$. The smallest eigenvalue is $s_{\min}=3.66\times10^{-5}$, so $\mu$ is almost entirely $\lambda$. Equation (5) gives $t=1.996$ and $\rho=0.9980$, or $\ln10/(-\ln\rho)=1152$ steps per decade of error. Starting from zero, the loop took 9832 steps to bring the change below $10^{-11}$. At $\lambda=0$ the bound would be $8.6\times10^8$ steps per decade: convergence is still guaranteed, but the bound no longer promises it in a practical number of steps.

The minimiser has 258 positive pixels and $L_F=0.481$, so the local limit is 4.16. A small disturbance along the top free mode was followed for 100 steps. At 0.95 of this limit it shrank by a factor $2.7\times10^{-5}$, as $0.9^{100}$ predicts. At 1.05 it grew by $1.4\times10^4$, as $1.1^{100}$ predicts.

The linewidths, in nm, are:

| Dose | Grating middle | Grating end | Isolated |
|---|---:|---:|---:|
| uniform, $1.8p$ | 134.5 | 115.8 | 101.6 |
| least squares | 94.6 | 94.3 | 98.4 |
| pedestal | 100.0 | 100.0 | 100.0 |

Uniform dose fails because the grating middle receives a background of about 0.39. Least squares reduces the spread between the three places from 32.9 to 4.2 nm (differences of the unrounded widths), but leaves all three lines too narrow. These widths depend somewhat on the settings: $h=5$ nm gives 94.2, 94.3 and 98.5 nm, $\lambda=10^{-4}$ gives 94.1, 94.7 and 98.6 nm, and $\lambda=10^{-2}$ gives 93.8, 94.0 and 97.2 nm.

A simple estimate shows why the target cannot be met. Deep in a wide grating of filling $1/2$, let each line have uniform dose $d$ and ignore the edge blur. Exposure is $(1+0.4)d/1.8$ in a line and $0.4d/1.8$ in a gap. Setting to zero the derivative of $(1.4d/1.8-1)^2+(0.4d/1.8)^2$ gives

$$d=\frac{1.8\times1.4}{1.4^2+0.4^2}=1.19.$$

The exposures are then 0.92 and 0.26. The full solution gives 0.938 at the line centre and 0.248 at the gap centre, the same compromise.

The full solution also reshapes the dose inside a line. Across the ten pixels of the middle grating line it is 0, 131, 210, 88, 127, 127, 88, 210, 131, 0 µC/cm². At the two edge pixels the optimality condition reads $[A(AD-b)]_j\ge0$: the blurred exposure error there is positive, so extra dose would not lower $f$. The estimate with uniform line dose puts about 0.59 at the edge, which would make the line too wide. The freedom to move dose from the edges towards the interior turns this into a line that is too narrow. The edge pixels need not be empty for this: with each edge pixel tied to its neighbour the middle line is 92.4 nm wide, and the isolated line is narrow although its edge pixels carry 140 µC/cm². The profile itself depends strongly on $\lambda$: its peak is 158 µC/cm² at $\lambda=10^{-2}$ and 291 µC/cm² at $10^{-4}$. If such doses are unacceptable to the writer, assign one unknown to each shape or penalise dose differences within a shape, and recompute $L$ for the new matrix. This has a price: with one unknown per line and the penalty of (1) kept on the pixel doses, $L$ rises to 5.46 and the three linewidths become 108.0, 102.7 and 100.0 nm.

## A target that can be met

Let $b$ be the forward-blurred target and $D^0=A^{-1}b$ its exact inverse, with lowest value $-m<0$. Replace the target by $c+(1-2c)b$, where $0\le c<1/2$. A uniform dose is its own exposure, so the exact inverse is $c+(1-2c)D^0$. Its lowest value is $c-(1-2c)m$, which is nonnegative precisely when

$$c\ge\frac{m}{1+2m}. \tag{7}$$

The value $1/2$ is left in place, so edges stay at threshold while the exposure contrast is multiplied by $1-2c$.

The size of $m$ follows from the ratio of forward to total blur. Short periods are multiplied by $1+\eta$ and the mean by 1. Deep in a wide grating of filling $\phi$ this gives $D^0\simeq\phi+(1+\eta)(p-\phi)=(1+\eta)p-\eta\phi$, or $-0.4$ in the gaps here. The computed lowest dose is $-40.5$ µC/cm², hence $m=0.405$, $c=0.405/1.810=0.224$ and $1-2c=0.552$. The linewidths are restored, but exposure now runs from 0.224 to 0.776. At all three places the edge slope is smaller than for least squares, so linewidth is more sensitive to a given exposure error: an error of 0.01 changes it by about 1.3 nm, against 0.7 to 1.0 nm. The field-mean dose is 31.0 µC/cm², against 28.1 for uniform line dose and 18.8 for least squares.

## Noise in the example

| Noise period (nm) | $1/s$ | $s/(s^2+\lambda)$ |
|---|---:|---:|
| 1024 | 1.81 | 1.80 |
| 80 | 3.42 | 3.38 |
| 40 | 23.6 | 15.2 |
| 20 | 27,300 | 0.037 |

At 20 nm the exponent in (6) is $\pi^2$, which gives the factor 27,300. Regularisation leaves long periods nearly untouched and suppresses the period that carries almost no exposure information.

Now add independent noise with $\sigma=0.01$ to the target. The rms gain of the exact inverse is 6134, so the rms dose error is $0.01\times6134\times100=6134$ µC/cm². An average over 200 random targets gave 6157 µC/cm². For one of these targets the constrained solution moved by 2.6 µC/cm² rms over all pixels, within its bound of 15.6 µC/cm².

Clipping the noisy inverse at zero does not repair it. A Gaussian dose error with a standard deviation of 61 unit doses has a positive part with mean $61/\sqrt{2\pi}\approx24$. This mean passes through the blur unchanged. For the same noisy target, the rms exposure error after clipping was 25.4, against 0.077 for the constrained solution. These two results also differ in $\lambda$. Clipping the regularised unconstrained solution, with $\lambda=0.001$, gives an error of about 0.11: regularisation removes most of the noise, but clipping afterwards does not readjust the remaining doses. To reach the constrained minimiser, the constraint must be part of the minimisation, as it is in (2).

## Use on a real wafer

The parameters are rough values for thin resist on germanium at 30 keV, not a calibration. The empirical range rule $R=27.6\,M E^{1.67}/(Z^{0.89}\varrho)$ nm, with molar mass $M$ in g/mol, $E$ in keV and density $\varrho$ in g/cm³, gives about 5 µm for Ge. The chosen $\beta$ is about 0.4 of this, the right order but probably large for Ge: a simple single-scattering estimate (screened Rutherford scattering with continuous energy loss) gives $\beta$ near 1.35 µm, about 0.27 of the range, with $\eta$ near 0.8. A sharper beam would have smaller $\alpha$ and, at fixed $h$, much less noise gain.

Real scattering is not exactly two Gaussians. With the least-squares doses held fixed, an added term of range 200 nm carrying 0.1 of the forward energy widens the middle grating line by 3.0 nm. Raising the backscattered energy by 10% widens it by 2.4 nm, and raising $\alpha$ by 10% widens it by 1.5 nm. Each of these errors alone is smaller than the remaining 4.2 nm spread, but all three together widen the line by 7.7 nm. The first two also raise the large-area exposure, which a dose calibration would correct. With the changed kernel rescaled to unit integral, the three widenings become 0.30, 0.25 and 1.47 nm, and 2.08 nm together.

The simplest estimate of shot noise is smaller. The unit dose is $n=6.24$ electrons/nm². If electrons arrive as a Poisson process and each deposits the mean distribution $K$ about its aim point, the exposure variance is the integral of $DK^2/n$. At an isolated edge with $D=1+\eta$, keeping the forward term over a half-plane gives $1/[4\pi n\alpha^2(1+\eta)]$, a standard deviation of 0.0042. Dividing by the edge slope $1/(\alpha\sqrt\pi)$ gives 0.15 nm. Random landing within the beam spot and random scattering and energy loss add to this. Resist chemistry can add noise of its own, while diffusion in the resist averages some of the noise out.

For a stationary 1 nA beam, the power is $P=30$ µW. Treat it as a surface source of Gaussian range $\beta$ on a half-space of rough conductivity $\kappa=60$ W/(m K). Integrating the point-source rise $P/(2\pi\kappa r)$ over the source gives $P/(2\sqrt\pi\kappa\beta)=0.07$ K in the substrate, or about 0.1 K for $\beta=1.35$ µm. The mean electron spacing along the beam is 16 mm, which suggests weak Coulomb interaction but does not calculate its blur. Resist diffusion, development and heating of the resist itself are outside the model. They can move the printed edge even when the exposure is correct.
